\section*{Nonlocal resistance of a narrow spin-Hall strip, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I: Transport equations and the spin signal}

\subsection{Definitions and conventions}

A flat conducting strip occupies $-\infty<x<\infty$, $|y|<w/2$. Its sheet conductivity is $\sigma$, so that $1/\sigma$ is a resistance per square. Spin is counted along $\hat z$, the normal of the plane, and the two spin directions are written $\uparrow$ and $\downarrow$. Each has its own electrochemical potential $\mu_\uparrow$, $\mu_\downarrow$, expressed in volts and signed so that current runs from high to low potential. Their mean and half-difference are
\begin{equation}
\phi=\tfrac12(\mu_\uparrow+\mu_\downarrow),\qquad
\mu_s=\tfrac12(\mu_\uparrow-\mu_\downarrow).
\label{defs}
\end{equation}
The potential $\phi$ is what an unpolarized voltage probe reads, and $\mu_s$ is called the spin accumulation. The charge current density is $\mathbf j=\mathbf j_\uparrow+\mathbf j_\downarrow$, and the spin current density is $\mathbf j_s=\mathbf j_\uparrow-\mathbf j_\downarrow$. Both are currents per unit length, in the same unit.

A current $I$ enters at the point $(0,-w/2)$ on the lower edge and leaves at $(0,+w/2)$ on the upper edge. At distance $x$ along the strip a pair of opposite probes measures
\begin{equation}
V(x)=\phi(x,-w/2)-\phi(x,+w/2),\qquad R(x)=V(x)/I .
\label{V}
\end{equation}
The voltage is thus taken in the same order as the current contacts. A positive $R$ means that the edge where current enters is also the edge at higher potential at the distant probes.

The spin Hall angle $\theta$ is the ratio of spin Hall to charge conductivity, and $\lambda$ is the spin diffusion length. The abbreviation $u=w/(2\lambda)$ is used throughout.

\subsection{Assumptions and theorem}

The assumptions are these.

(A1) Transport is diffusive, local and linear, and the strip is uniform.

(A2) The two spin channels have equal conductivity $\sigma/2$ and opposite Hall response. Time reversal exchanges the two spin directions and reverses the Hall response, so a nonmagnetic conductor without a magnetic field has this property.

(A3) Only the spin component along $\hat z$ takes part.

(A4) The contacts are points, inject no spin and absorb none. The edges pass no spin current.

\paragraph{Theorem.} Let $w<\pi\lambda$. To second order in $\theta$, and at distances where terms falling as $e^{-\pi|x|/w}$ (with at most one factor $|x|$) can be dropped, the resistance is
\begin{equation}
R_{\rm nl}(x)=\frac{2\theta^2\lambda}{\sigma w}\,
\tan^2\!\Big(\frac{w}{2\lambda}\Big)\,e^{-|x|/\lambda}.
\label{thm}
\end{equation}
For a narrow strip, $w\ll\lambda$, this becomes
\begin{equation}
R_{\rm nl}(x)=\frac{\theta^2 w}{2\sigma\lambda}\,e^{-|x|/\lambda}.
\label{main}
\end{equation}

The proof follows the signal through its two conversions. The injected charge current makes a spin current along the strip, this spin current diffuses, and it makes a transverse voltage at the probes. Each conversion supplies one factor $\theta$.

\subsection{Lemma 1: field equations}

\paragraph{Lemma 1.} The potentials obey
\begin{equation}
\nabla^2\phi=0,\qquad \nabla^2\mu_s=\mu_s/\lambda^2,
\label{bulk}
\end{equation}
and at both edges $y=\pm w/2$
\begin{equation}
\partial_y\phi+\theta\,\partial_x\mu_s=-\frac{I}{\sigma}\,\delta(x),\qquad
\partial_y\mu_s+\theta\,\partial_x\phi=0 .
\label{edge}
\end{equation}

\paragraph{Proof.} By (A1) and (A2) the channel currents are
\begin{align}
\mathbf j_\uparrow&=-\frac{\sigma}{2}\big(\nabla\mu_\uparrow+\theta\,\hat z\times\nabla\mu_\uparrow\big),\\
\mathbf j_\downarrow&=-\frac{\sigma}{2}\big(\nabla\mu_\downarrow-\theta\,\hat z\times\nabla\mu_\downarrow\big),
\end{align}
where $\hat z\times\nabla f=(-\partial_yf,\ \partial_xf)$. In the sum, the gradient terms combine to $\nabla(\mu_\uparrow+\mu_\downarrow)=2\nabla\phi$ and the Hall terms to $\theta\,\hat z\times\nabla(\mu_\uparrow-\mu_\downarrow)=2\theta\,\hat z\times\nabla\mu_s$. In the difference the two roles are exchanged. Hence
\begin{align}
\mathbf j&=-\sigma\big(\nabla\phi+\theta\,\hat z\times\nabla\mu_s\big),\label{j}\\
\mathbf j_s&=-\sigma\big(\nabla\mu_s+\theta\,\hat z\times\nabla\phi\big).\label{js}
\end{align}

Charge is conserved, so $\nabla\cdot\mathbf j=0$. Spin relaxes in a time $\tau_s$. Let $\nu$ be the density of states per unit area and energy for both spins together, taken at the working temperature. Each channel then stores an extra charge density $e^2(\nu/2)$ per volt of departure from the electrostatic potential, which is common to the two channels. The difference of the two charge densities is therefore $e^2(\nu/2)(\mu_\uparrow-\mu_\downarrow)=e^2\nu\mu_s$. In the steady state the spin lost per unit time must be supplied by the spin current:
\begin{equation}
\nabla\cdot\mathbf j_s=-\frac{e^2\nu\,\mu_s}{\tau_s}
=-\frac{\sigma\mu_s}{D\tau_s}=-\frac{\sigma\mu_s}{\lambda^2},
\qquad \lambda=\sqrt{D\tau_s}.
\label{relax}
\end{equation}
The second equality uses the Einstein relation $\sigma=e^2\nu D$, with $D$ the diffusion constant.

The Hall terms have no divergence, because $\nabla\cdot(\hat z\times\nabla f)=-\partial_x\partial_yf+\partial_y\partial_xf=0$. The divergences of \eqref{j} and \eqref{js} are therefore $-\sigma\nabla^2\phi$ and $-\sigma\nabla^2\mu_s$. Setting them equal to $0$ and $-\sigma\mu_s/\lambda^2$ gives \eqref{bulk}.

At the lower edge the current enters in the $+y$ direction, and at the upper edge it leaves in the $+y$ direction. So $j_y=I\delta(x)$ at both edges. By (A4), $j_{s,y}=0$ there. The $y$ components of \eqref{j} and \eqref{js} turn these statements into \eqref{edge}. $\square$

In a uniform strip the spin Hall effect thus drops out of the bulk equations and couples charge to spin through the edge conditions alone.

\subsection{Lemma 2: averages over the width}

Let
\begin{equation}
m(x)=\frac1w\int_{-w/2}^{w/2}\mu_s\,dy,\qquad
J(x)=\frac1w\int_{-w/2}^{w/2}j_y\,dy .
\end{equation}

\paragraph{Lemma 2.} For any $w$ and $\theta$,
\begin{align}
(1+\theta^2)\,m''-\frac{m}{\lambda^2}&=-\frac{\theta}{\sigma}\,J',\label{avg}\\
V&=\frac{w}{\sigma}J+w\theta\,m'.\label{Vavg}
\end{align}

\paragraph{Proof.} Average \eqref{relax} over $y$. The term $\partial_yj_{s,y}$ integrates to the difference of its edge values, which vanish. This leaves $\partial_x\langle j_{s,x}\rangle=-\sigma m/\lambda^2$, where $\langle\cdot\rangle$ denotes the average over the width. The $x$ component of \eqref{js} is $j_{s,x}=-\sigma\partial_x\mu_s+\sigma\theta\,\partial_y\phi$. The $y$ component of \eqref{j} gives
\begin{equation}
\sigma\,\partial_y\phi=-j_y-\sigma\theta\,\partial_x\mu_s .
\label{dyphi}
\end{equation}
Inserting this and averaging,
\begin{equation}
\langle j_{s,x}\rangle=-\sigma(1+\theta^2)\,m'-\theta J .
\label{jsx}
\end{equation}
Its derivative, set equal to $-\sigma m/\lambda^2$ and divided by $-\sigma$, is \eqref{avg}. For the voltage, \eqref{V} gives $V=-\int\partial_y\phi\,dy=-w\langle\partial_y\phi\rangle$, and the average of \eqref{dyphi} yields \eqref{Vavg}. $\square$

The last term of \eqref{jsx} is the spin current generated by the charge current. For $\theta>0$, a charge current along $+y$ drives spin towards $-x$. The last term of \eqref{Vavg} is the inverse effect, the transverse voltage made by a gradient of spin accumulation.

\subsection{Lemma 3: strength of the spin source}

The equations are now solved in powers of $\theta$. Reversing the signs of both $\theta$ and $\mu_s$ leaves \eqref{bulk} and \eqref{edge} unchanged. So $\phi$ has even powers and $\mu_s$ odd ones:
\begin{equation}
\phi=\phi_0+\phi_2+\dots,\qquad \mu_s=\mu_1+\dots,
\end{equation}
where the index is the power of $\theta$. The leading potential $\phi_0$ is that of an ordinary conductor. It is harmonic, with $\partial_y\phi_0=-(I/\sigma)\delta(x)$ at both edges. The function $-\phi_0(x,-y)$ satisfies the same conditions, so with the free constant suitably chosen $\phi_0$ is odd in $y$.

Away from $x=0$ an odd harmonic function with zero slope at the edges is a sum of terms $\sin(\kappa_ny)\,e^{-\kappa_n|x|}$. The slope condition $\cos(\kappa_nw/2)=0$ gives $\kappa_n=(2n+1)\pi/w$ with $n=0,1,2,\dots$. The slowest term falls as $e^{-\pi|x|/w}$, so the ordinary current stays within a distance of order $w$ from the contacts. Let $V_0$ be the voltage made by $\phi_0$, and $J_0=\sigma V_0/w$ its averaged current density, from \eqref{Vavg} at $\theta=0$.

\paragraph{Lemma 3.} For $w<\pi\lambda$,
\begin{equation}
\int_{-\infty}^{\infty}J_0(x)\,e^{x/\lambda}\,dx=I\,\frac{\tan u}{u}.
\label{moment}
\end{equation}

\paragraph{Proof.} The function $h=e^{x/\lambda}\sin(y/\lambda)$ is harmonic, since its second derivatives are $+h/\lambda^2$ and $-h/\lambda^2$. For two harmonic functions Green's identity reads $\oint(h\,\partial_n\phi_0-\phi_0\,\partial_nh)\,ds=0$, with $\partial_n$ the outward derivative. The far ends contribute nothing: at $x\to+\infty$ the products behave as $e^{x/\lambda-\pi x/w}$, which tends to zero when $w<\pi\lambda$, and at $x\to-\infty$ both factors vanish.

On the upper edge $\partial_n=\partial_y$ and $h=e^{x/\lambda}\sin u$, so the first term gives $-(I/\sigma)\sin u$. On the lower edge both $h$ and $\partial_n$ change sign, and the first term gives $-(I/\sigma)\sin u$ again. The slope $\partial_yh=e^{x/\lambda}\cos(u)/\lambda$ has the same value on both edges. The second term is therefore
\begin{equation}
-\frac{\cos u}{\lambda}\int\big[\phi_0(x,\tfrac w2)-\phi_0(x,-\tfrac w2)\big]e^{x/\lambda}dx
=+\frac{\cos u}{\lambda}\int V_0\,e^{x/\lambda}dx .
\end{equation}
The sum of all contributions vanishes, hence
\begin{equation}
\int V_0\,e^{x/\lambda}dx=\frac{2\lambda I}{\sigma}\tan u .
\end{equation}
Multiplication by $\sigma/w$, with $2\lambda/w=1/u$, gives \eqref{moment}. The logarithmic peak of $V_0$ at a point contact is integrable and causes no difficulty. $\square$

For $u\to0$ the right side tends to $I$, as it must if the current crosses the strip at a single value of $x$.

\subsection{Proof of the theorem}

\paragraph{Generation.} To first order in $\theta$, \eqref{avg} reads $m''-m/\lambda^2=-(\theta/\sigma)J_0'$. The function $G(x)=(\lambda/2)e^{-|x|/\lambda}$ satisfies $G''-G/\lambda^2=-\delta(x)$, because its slope jumps by $-1$ at the origin. The bounded solution is the convolution of $G$ with $(\theta/\sigma)J_0'$. Moving the derivative onto $G$ by partial integration gives
\begin{equation}
m(x)=\frac{\theta}{\sigma}\int G'(x-x')\,J_0(x')\,dx',\qquad
G'(x)=-\tfrac12\,{\rm sgn}(x)\,e^{-|x|/\lambda}.
\end{equation}
Take $x>0$, well beyond the range of $J_0$. The part of the integral with $x'>x$ is of order $e^{-\pi x/w}$ and is dropped. In the rest $G'(x-x')=-\frac12e^{-x/\lambda}e^{x'/\lambda}$, and Lemma 3 gives
\begin{equation}
m(x)=-M\,e^{-x/\lambda},\qquad M=\frac{\theta I}{2\sigma}\,\frac{\tan u}{u}.
\label{M}
\end{equation}
Since $\phi_0$ is odd in $y$, the edge condition $\partial_y\mu_1=-\theta\,\partial_x\phi_0$ makes $\mu_1$ even in $y$. At such distances $\mu_1$ is uniform across the strip. Its edge slope $-\theta\partial_x\phi_0$ has died out, and the remaining solutions that vary with $y$ are $\cos(2\pi ny/w)$ with $n\ge1$, which decay faster than $e^{-2\pi x/w}$. So $\mu_1=m$ there.

\paragraph{Detection.} At second order $\phi_2$ is harmonic and odd in $y$, with edge slope
\begin{equation}
\partial_y\phi_2=-\theta\,\partial_x\mu_1=-\frac{\theta M}{\lambda}\,e^{-x/\lambda}.
\end{equation}
The harmonic function $\phi_2=C\sin(y/\lambda)\,e^{-x/\lambda}$ has edge slope $(C/\lambda)\cos(u)\,e^{-x/\lambda}$, so $C=-\theta M/\cos u$. What can be added to it is driven by sources that fall at least as fast as $e^{-\pi x/w}$, and it belongs to the dropped terms. The voltage is
\begin{equation}
V=-2C\sin(u)\,e^{-x/\lambda}=2\theta M\tan(u)\,e^{-x/\lambda}
=\frac{\theta^2I}{\sigma}\,\frac{\tan^2u}{u}\,e^{-x/\lambda}.
\end{equation}
With $1/u=2\lambda/w$ this is \eqref{thm} for $x>0$. A reflection $x\to-x$ is equivalent to $\theta\to-\theta$, and the voltage contains $\theta^2$, so the result depends on $|x|$. Finally $\tan u\to u$ for $w\ll\lambda$, and $(2\lambda/w)(w/2\lambda)^2=w/(2\lambda)$ gives \eqref{main}. $\square$

\subsection{Remarks}

\paragraph{Sign.} For $\theta>0$ the source pushes spin towards $-x$, so $\mu_s$ is negative at $x>0$ and rises towards zero with distance. By \eqref{Vavg} its positive slope makes $V$ positive. For $\theta<0$ both conversions change sign and $V$ remains positive. The measurement gives $|\theta|$ and not its sign.

\paragraph{Width and diffusion length.} In the narrow limit $V=w\theta m'$. The factor $w$ arises because a transverse field is summed across the strip, and the factor $1/\lambda$ because the field follows the slope of the accumulation. As $\lambda\to\infty$ at fixed distance the accumulation remains but its slope disappears, and with it the signal. At fixed $\theta$, $\sigma$, $w$ and $x$, the derivative of $\lambda^{-1}e^{-x/\lambda}$ is $\lambda^{-2}(x/\lambda-1)e^{-x/\lambda}$, so \eqref{main} is largest at $\lambda=x$.

\paragraph{Finite width.} Since $\tan u/u=1+u^2/3+\dots$, the leading correction to \eqref{main} is a factor $1+w^2/(6\lambda^2)$. One factor $\tan u/u$ comes from generation and the other from detection. Relative to \eqref{thm} the dropped terms fall only as $|x|\,e^{-(\pi/w-1/\lambda)|x|}$, so the distance beyond which the theorem applies grows without bound as $w$ approaches $\pi\lambda$.

\section{Part II: Full solution, limits and a graphene strip}

Part I has shown that for $w<\pi\lambda$, to second order in $\theta$ and far from the current contacts, the spin signal is \eqref{thm}, which decays as $e^{-|x|/\lambda}$. It remains to compute the ohmic part that decides where this signal can be seen, to treat a narrow strip at any spin Hall angle, and to examine a graphene example and the limits of the model.
